# Linear splitting of diamond-structure Gamma8 valence states by a sublattice displacement

Displace sublattice B of a diamond-structure crystal rigidly by $\mathbf u$ relative to sublattice A, and ask what this does to the fourfold $\Gamma_8$ level at the top of the valence band. Symmetry fixes the form of the answer before any model is chosen. The displacement is static and uniform, so the electronic states in question stay at $\mathbf k=0$; there is no strain and no magnetic order. To first order in $\mathbf u$ the perturbation within the level is

$$H_8(\mathbf u)=u_xK_x+u_yK_y+u_zK_z ,$$

with three Hermitian $4\times4$ matrices $K_i$. The four states transform as those of an angular momentum $J=3/2$, so the $K_i$ can be built from products of $J_x,J_y,J_z$ (in units of $\hbar$, along the cubic axes).

Inversion about a bond centre exchanges the sublattices. If the atoms have displacements $\mathbf v_A$ and $\mathbf v_B$, then afterwards A carries $-\mathbf v_B$ and B carries $-\mathbf v_A$, and the relative displacement is $-\mathbf v_A+\mathbf v_B=\mathbf u$, as before. So $\mathbf u$ is even under inversion, as is $\mathbf J$, and a linear coupling is permitted. A polar vector, which is odd, could not couple in this way.

Time reversal reverses $\mathbf J$. The 16 independent Hermitian matrices comprise tensors in $\mathbf J$ of rank 0, 1, 2 and 3, with $1+3+5+7$ members. A displaced nonmagnetic crystal is time-reversal symmetric, so only even ranks survive: the identity and the five quadrupoles. Now use the twofold rotations. Under a half turn about $x$, $u_x$ is unchanged while $u_y$ and $u_z$ change sign, so $K_x$ must be even under the half turn about $x$ and odd under those about $y$ and $z$. The identity and the quadrupoles formed from $J_x^2,J_y^2,J_z^2$ are even under all three and drop out. Of the rest, only $J_yJ_z+J_zJ_y$ has the required signs. The threefold rotation about [111] permutes the axes and makes the three coefficients equal. Hence, with one real constant $c$,

$$H_8(\mathbf u)=c\,\mathbf u\cdot\mathbf G,\qquad G_x=\frac{J_yJ_z+J_zJ_y}{\sqrt3}\ \text{ and cyclic.}$$

A numerical count of the matrices allowed by the cubic generators gives one coupling with time reversal and two without it. The second is odd under time reversal, which is why magnetic order had to be excluded.

The independence of direction follows from the algebra of the $G_i$. Take the basis $m=\tfrac32,\tfrac12,-\tfrac12,-\tfrac32$, in which the elements of $J_+$ next to the diagonal are $\sqrt3,2,\sqrt3$. First,

$$J_xJ_y+J_yJ_x=\frac{J_+^2-J_-^2}{2i},$$

and $J_+^2$ has two nonzero elements, both $2\sqrt3$, leading from $-\tfrac12$ to $\tfrac32$ and from $-\tfrac32$ to $\tfrac12$. Next, $J_zJ_x+J_xJ_z$ connects $m$ with $m-1$ with weight $(2m-1)$ times half the element of $J_+$. This gives $\sqrt3$, $0$ and $-\sqrt3$ down the ladder. For $J_y$ the upper elements carry an extra factor $-i$. Let the Pauli matrices $\tau_i$ act on the sign of $m$ (the first two states against the last two), and let $\rho_i$ act on the position within each pair. Then

$$G_x=\tau_z\rho_y,\qquad G_y=\tau_z\rho_x,\qquad G_z=\tau_y .$$

Each squares to the identity. $G_x$ and $G_y$ anticommute because $\rho_y$ and $\rho_x$ do, and each anticommutes with $G_z$ because $\tau_z$ and $\tau_y$ do. In the square of $\mathbf u\cdot\mathbf G$ the cross terms therefore cancel:

$$(\mathbf u\cdot\mathbf G)^2=u_x^2+u_y^2+u_z^2=|\mathbf u|^2 .$$

The eigenvalues of $H_8$ can only be $\pm|c||\mathbf u|$, and since every $G_i$ is traceless, each occurs twice. The splitting $2|c||\mathbf u|$ contains the length of $\mathbf u$ and not its direction.

Each pair is a Kramers doublet. The time-reversal operator $\Theta$ commutes with $H_8$ and satisfies $\Theta^2=-1$ for these half-integer states, so it maps each two-dimensional eigenspace to itself and pairs orthogonal states there. This does not need inversion. The displaced diamond crystal does keep inversion $P$, however, and $P\Theta$ leaves $\mathbf k$ unchanged with $(P\Theta)^2=-1$, so its bands remain doubly degenerate at every $\mathbf k$.

To express $c$ through a deformation potential, start from the valence states without spin-orbit coupling. They form a triplet $|x\rangle,|y\rangle,|z\rangle$ that behaves as a vector under the rotations used above. Diagonal elements are even under all three half turns, so they cannot be linear in $\mathbf u$. The element between $x$ and $y$ has the signs of $u_z$. Time reversal makes it real, since the orbitals are real and spin plays no part, and the threefold rotation gives the other two elements the same coefficient. Therefore

$$H=D\,W(\mathbf u),\qquad W(\mathbf u)=\begin{pmatrix}0&u_z&u_y\\u_z&0&u_x\\u_y&u_x&0\end{pmatrix},$$

which defines $D$, an energy per length. With the matrices $(L_i)_{jk}=-i\epsilon_{ijk}$ of an angular momentum $L=1$,

$$(L_iL_j)_{kl}=\delta_{ij}\delta_{kl}-\delta_{il}\delta_{kj}.$$

So $L_xL_y+L_yL_x$ has the element $-1$ between $x$ and $y$ and no other, and

$$W=-\left[u_z(L_xL_y+L_yL_x)+\text{cyclic}\right].$$

Spin-orbit coupling $(2\Delta/3)\,\mathbf L\cdot\mathbf S$ puts $J=3/2$ at $\Delta/3$ and $J=1/2$ at $-2\Delta/3$, a distance $\Delta$ apart. Within $J=3/2$, the Wigner–Eckart theorem makes the quadrupole of $\mathbf L$ proportional to that of $\mathbf J$. The state $m=3/2$, which has $L_z=1$ and spin up, gives the ratio:

$$\frac{3L_z^2-L^2}{3J_z^2-J^2}=\frac{3-2}{27/4-15/4}=\frac13 .$$

Replacing the products of $L$ by one third of those of $J$, and these by $\sqrt3\,G_i$, gives

$$H_8=-\frac{D}{\sqrt3}\,\mathbf u\cdot\mathbf G,\qquad s=\frac{2|D||\mathbf u|}{\sqrt3}=\frac{|d_0||\mathbf u|}{a},\qquad d_0\equiv\frac{2aD}{\sqrt3},$$

where $a$ is the cubic lattice constant and $s$ the splitting. Below, $D>0$. Other normalizations of $d_0$ exist, so a value must be used with its own definition.

For hole transport the relation $H_8^2=(s/2)^2$ has a direct meaning. For any normalized $\Gamma_8$ state $|i\rangle$, completeness within the level gives

$$\sum_{f\in\Gamma_8}|\langle f|H_8|i\rangle|^2=\langle i|H_8^2|i\rangle=\left(\frac{d_0|\mathbf u|}{2a}\right)^2 .$$

The total squared coupling to a long-wavelength optical phonon is the same for every initial state and every direction of linear polarization. This concerns matrix elements. In a scattering rate the final heavy- and light-hole branches are weighted by different densities of states, and away from $\mathbf k=0$ an admixture of split-off states changes the matrix elements themselves.

Without spin-orbit coupling the triplet does depend on direction at first order. For $\mathbf u$ along [001], $W$ has eigenvalues $|\mathbf u|,0,-|\mathbf u|$, and the total spread is $2D|\mathbf u|$. Along [111] they are $2|\mathbf u|/\sqrt3$ once and $-|\mathbf u|/\sqrt3$ twice, and the spread is $\sqrt3D|\mathbf u|$. The isotropy thus belongs to the isolated $J=3/2$ level and requires $s\ll\Delta$.

The first departure comes from coupling to the split-off level. Let $\mathcal P$ project on $J=3/2$. Since the split-off states lie lower by $\Delta$, second-order perturbation theory adds

$$H^{(2)}=\frac{\mathcal PH(1-\mathcal P)H\mathcal P}{\Delta}=\frac{\mathcal PH^2\mathcal P-(\mathcal PH\mathcal P)^2}{\Delta}.$$

Multiplying out $W^2$ gives $(W^2)_{xx}=u_y^2+u_z^2$ and $(W^2)_{xy}=W_{xz}W_{zy}=u_xu_y$, and cyclic. Its scalar part is one third of the trace, $2|\mathbf u|^2/3$. From this the second term removes $|\mathbf u|^2/3$, leaving $|\mathbf u|^2/3$. The off-diagonal part is $W(\mathbf q)$ with $\mathbf q=(u_yu_z,u_zu_x,u_xu_y)$, which projects to $-\mathbf q\cdot\mathbf G/\sqrt3$.

A time-reversal-even operator acts within a Kramers doublet as a number, equal to half its trace there. Write $\mathbf n=\mathbf u/|\mathbf u|$. The doublet at $\pm s/2$ has the projector $\tfrac12(1\mp\mathbf n\cdot\mathbf G)$, and $\mathrm{Tr}\,G_iG_j=4\delta_{ij}$, so the off-diagonal part contributes

$$\frac14\mathrm{Tr}\left[(1\mp\mathbf n\cdot\mathbf G)\left(-\frac{\mathbf q\cdot\mathbf G}{\sqrt3}\right)\right]=\pm\frac{\mathbf n\cdot\mathbf q}{\sqrt3}=\pm\sqrt3\,n_xn_yn_z|\mathbf u|^2 .$$

The traceless diagonal part of $W^2$ contributes nothing: it is even under all half turns, whereas each $G_i$ is odd under two of them, so the trace of their product vanishes. With $D^2|\mathbf u|^2=3s^2/4$,

$$E_\pm=\pm\frac s2+\frac{s^2}{\Delta}\left(\frac14\pm\frac{3\sqrt3}{4}n_xn_yn_z\right),$$

and the splitting becomes

$$E_+-E_-=s+\frac{3\sqrt3}{2}\,n_xn_yn_z\,\frac{s^2}{\Delta}.$$

The correction vanishes for [001] and [110]. It is largest along the body diagonals, where $|n_xn_yn_z|=1/(3\sqrt3)$ and it equals $\pm s^2/(2\Delta)$. Its sign changes when $\mathbf u$ is reversed, since $n_xn_yn_z$ is odd. Symmetry allows this because stretching a bond and compressing it are not equivalent.

Along [111] the six-state problem can be solved in closed form. Measure angular momentum along $\mathbf n$. The states $m=\pm3/2$ have orbital projection $\pm1$ and do not mix with the others; they lie at $-s/2$. For $m=1/2$, the orbital state with projection 0 has $DW=s$ and that with projection 1 has $-s/2$. Including spin-orbit coupling, and measuring energy from the unshifted $\Gamma_8$ level, their matrix is

$$\begin{pmatrix}s-\Delta/3&\sqrt2\Delta/3\\ \sqrt2\Delta/3&-s/2-2\Delta/3\end{pmatrix}.$$

Half the trace is $s/4-\Delta/2$, and the difference of the diagonal elements is $3s/2+\Delta/3$. Taking the upper root and subtracting $-s/2$ gives

$$E_+-E_-=\frac{3s}{4}-\frac\Delta2+\frac12\sqrt{\Delta^2+s\Delta+\frac{9s^2}{4}} .$$

For $s\ll\Delta$ the root expands to $\Delta+s/2+s^2/\Delta$, and the splitting is $s+s^2/(2\Delta)$, as found above. For $\Delta\to0$ it is $3s/2=\sqrt3D|\mathbf u|$, the orbital result. For the reverse direction, replace $s$ by $-s$ and change the overall sign; the two upper doublets then both come from the orbital doublet, and their splitting tends to $2\Delta/3$ and vanishes with $\Delta$.

A nearest-neighbour $sp^3$ model supplies a value of $D$ and shows what the other bands do. Let the bond length be $b=\sqrt3a/4$, let all hoppings scale as $1/r^2$, and let both atoms carry the same spin-orbit coupling. The valence triplet consists of the bonding combinations $(p_A-p_B)/\sqrt2$. Its off-diagonal element is minus the sum over the four bonds $\mathbf r=b\mathbf n_l+\mathbf u$ (here $\mathbf n_l$ are the unit bond vectors, [111] and its tetrahedral partners):

$$\langle x|H|y\rangle=-\sum_l V\,\frac{b^2r_xr_y}{r^4},\qquad V=V_{pp\sigma}-V_{pp\pi}.$$

Expanding the denominator to second order,

$$\frac{b^4}{r^4}=1-\frac{4\,\mathbf n_l\cdot\mathbf u}{b}-\frac{2|\mathbf u|^2}{b^2}+\frac{12(\mathbf n_l\cdot\mathbf u)^2}{b^2}.$$

The tetrahedral sums are $\sum n_i=0$, $\sum n_in_j=\tfrac43\delta_{ij}$, $\sum n_xn_yn_z=4/(3\sqrt3)$ and $\sum n_x^2n_y^2=\tfrac49$. At first order only the product of $n_xn_y$ with $-4\,\mathbf n_l\cdot\mathbf u/b$ survives, so

$$D=\frac{16V}{3\sqrt3\,b}.$$

At second order the numerator term $u_xu_y$ gives 4, the mixed term gives $-32/3$ and the last term of the expansion gives $+32/3$, in units of $Vu_xu_y/b^2$. The valence element therefore acquires $-4Vu_xu_y/b^2$, to be set against $D^2u_xu_y/\Delta$ from the split-off level.

Other states do not enter at this order. The antibonding $p$ states and the odd $s$ combination are excluded by inversion. The coupling to the even $s$ combination is proportional to $\sum r_x/r^3$, whose first-order part contains $4u_x-3\cdot\tfrac43u_x=0$ for this scaling law. The direction-dependent term is thus multiplied by $1-4V\Delta/(b^2D^2)$.

For a numerical example take round parameters in the rough regime of germanium: $a=0.566$ nm, $\Delta=0.30$ eV, $V_{pp\sigma}=2.8$ eV and $V_{pp\pi}=-0.8$ eV. Then $b=0.2451$ nm, $V=3.6$ eV, and

$$D=\frac{16\times3.6}{3\sqrt3\times0.2451}=45.23\ \text{eV/nm},\qquad d_0=\frac{2\times0.566\times45.23}{\sqrt3}=29.56\ \text{eV}.$$

A displacement of 0.0002 nm, chosen to keep $s/\Delta$ small, gives

$$s=\frac{29.56\times0.0002}{0.566}\ \text{eV}=10.4\ \text{meV},$$

so the doublets move by $\pm5.2$ meV. As a check, the full 16-state Hamiltonian was diagonalized at displacements of $10^{-5}$ nm along 16 directions. Averaging the splittings for $\mathbf u$ and $-\mathbf u$, which cancels the second-order term found above, gives the same slope, 52.2 eV/nm, with a relative spread of $3\times10^{-7}$ between directions.

At the example displacement the full model gives 10.44 meV along [001] and [110], 10.62 meV along [111] and 10.27 meV along the reverse direction. The predicted split-off correction is $s^2/(2\Delta)=0.18$ meV, or 1.7 percent of $s$; the change in hopping multiplies it by 0.965. This last factor belongs to the nearest-neighbour model: it shows that the correction is a few percent, but its size and even its sign need not carry over to a real crystal. The numerical output lists these values together. With spin-orbit coupling switched off, the same displacement spreads the triplet by 18.1 meV along [001] and 15.7 meV along [111].

The condition $s\ll\Delta$ is restrictive. In the example $s$ reaches $\Delta$ at a displacement of only 0.0057 nm. If $a$, $d_0$ and $\mathbf u$ are held fixed while $\Delta$ is lowered to a rough silicon-like 0.044 eV, the six-state splittings become 11.5 meV along [111] and 9.1 meV along the reverse direction. They differ by 23 percent of $s$.

The lattice constant, spin-orbit splitting and $d_0$ of some tens of eV are of the right size for germanium, but the model is not a calculation of that material; its gap at $\mathbf k=0$ is simply 0.70 eV for the chosen parameters. Real devices break the assumptions of a static displacement and of holes at $\mathbf k=0$. A rough optical phonon energy of 37 meV is 3.5 times $s$, so a vibration of this amplitude does not give two slowly following levels, and $H_8$ then serves as the coupling in a dynamical problem. At 300 K the thermal energy is 25.9 meV, so both doublets would hold holes.

Motion matters more. In a spherical four-band Luttinger model, which leaves out the split-off level, the heavy-hole energy is proportional to $\gamma_1-2\bar\gamma$ and the heavy-light separation to $4\bar\gamma$. With rough values $\gamma_1=13$ and $\bar\gamma=5$, a heavy hole of energy $k_BT$ has a separation of

$$\frac{4\times5}{13-10}\times25.85\ \text{meV}=172\ \text{meV}.$$

This is an overestimate, because at such energies the split-off level already bends the light-hole band. With $\epsilon=\hbar^2k^2/2m_0=k_BT/3=8.6$ meV, where $m_0$ is the free-electron mass, the light and split-off holes have energies $(\gamma_1+2\bar\gamma)\epsilon=198$ meV and $\Delta+\gamma_1\epsilon=412$ meV and are coupled by $2\sqrt2\,\bar\gamma\epsilon=122$ meV. The lower root is 143 meV, which reduces the separation to about 117 meV. Spherical bands hide a strong dependence on direction: with the germanium-like values $\gamma_1=13.38$, $\gamma_2=4.24$ and $\gamma_3=5.69$, the same estimate with the split-off level included gives about 75 meV for $\mathbf k$ along [001] and 149 meV along [111]. These six-band values leave out the nonparabolicity caused by the conduction band; treating it explicitly, with a germanium-like gap of 0.8 to 0.9 eV, lowers each of the three separations by a further 7 to 10 meV.

The kinetic separation already equals $s$ at $k=0.117$ nm$^{-1}$, against 0.476 nm$^{-1}$ for that thermal hole. Since $H_8$ has eigenvalues $\pm s/2$, within the four-band model it can shift no level by more than $s/2$ and can change the 172 meV by at most about 10 meV. For such holes the displacement is a small perturbation on the band separation.

The isotropic sum of squared matrix elements does not carry over to them. In the spherical estimate above the light-hole state is 17 percent split-off in character, and this admixture interferes with the $\Gamma_8$ part. For a heavy hole with $\mathbf k$ along [001], the squared coupling summed over the heavy- and light-hole states at that $\mathbf k$ is 2.2 times the $\Gamma_8$ value when $\mathbf u$ is parallel to $\mathbf k$, and 0.38 times when $\mathbf u$ is along [100]; with the germanium-like $\gamma_1,\gamma_2,\gamma_3$ above the two ratios are 1.7 and 0.66. The departure grows linearly with the heavy-light separation: in the spherical model it is already 7 percent for $\mathbf u$ parallel to $\mathbf k$ at $k=0.117$ nm$^{-1}$. The sum rule is therefore a statement about holes so close to $\mathbf k=0$ that the heavy-light separation is small compared with $\Delta$. A small heavy-hole energy is not enough: here it is only 26 meV, against $\Delta=300$ meV, but the light-hole state at the same $\mathbf k$ lies much higher and is already mixed with the split-off level.

## Computed values

```
lattice constant a = 0.566 nm
bond length b = 0.2451 nm
spin-orbit splitting Delta = 0.300 eV
on-site energies s, p = -7.6, 0.0 eV
hoppings ss, sp = -1.7, 1.8 eV
hoppings pp-sigma, pp-pi = 2.8, -0.8 eV
model gap at k=0 = 0.700 eV
allowed couplings, no time reversal = 2 (count)
allowed couplings, with time reversal = 1 (count)
same count for a polar vector = 0 (count)
largest Clifford-relation error = 0.0e+00 (no unit)
D, closed form = 45.2297 eV/nm
D, finite difference = 45.2297 eV/nm
d0 = 29.560 eV
linear slope d0/a = 52.2267 eV/nm
crystal slope, min over directions = 52.2267 eV/nm
crystal slope, max over directions = 52.2267 eV/nm
relative spread of slopes = 3.4e-07 (no unit)
directions tested = 16 (count)
example displacement u = 0.0002 nm
linear splitting s = 10.445 meV
linear doublet shifts = +/- 5.223 meV
u along [001]: 16-state 10.443, 6-state 10.444 meV
u along [110]: 16-state 10.443, 6-state 10.444 meV
u along [111]: 16-state 10.617, 6-state 10.624 meV
u along [-1-1-1]: 16-state 10.267, 6-state 10.260 meV
second-order term along [111] = 0.182 meV
its size relative to s = 1.74 percent
16-state/6-state second-order ratio = 0.9648
same ratio from formula = 0.9648
displacement where s = Delta: 0.00574 nm
no spin-orbit, triplet spread [001] = 18.092 meV
no spin-orbit, triplet spread [111] = 15.668 meV
smaller Delta for comparison = 0.044 eV
6-state splitting there, [111] = 11.530 meV
6-state splitting there, [-1-1-1] = 9.086 meV
pair gap, k>0, inversion broken = 26.06 meV
site energy difference in that test = 1.0 eV
temperature = 300 K
thermal energy kT = 25.85 meV
rough optical phonon energy = 37.0 meV
phonon period = 111.8 fs
phonon energy / s = 3.54 (no unit)
Luttinger gamma1, mean gamma = 13.0, 5.0
heavy-hole k at energy kT = 0.476 1/nm
heavy-light splitting at that k = 172.3 meV
k where heavy-light splitting equals s = 0.117 1/nm
```
